# Transmission of a Quadratic Saddle Constriction and the Smoothing of Conductance Steps

## Definitions and conventions

An electron of isotropic effective mass $m$ moves in a plane. Transport is along $x$, confinement is along $y$, and the constriction is the saddle

$$V(x,y)=V_0-\tfrac12 m\omega_x^2x^2+\tfrac12 m\omega_y^2y^2 .\tag{1}$$

The frequency $\omega_x>0$ measures the longitudinal curvature, that is, how quickly the potential falls away on either side of the narrowest point. The transverse modes are numbered $n=0,1,2,\dots$. Define

$$\varepsilon_n=\frac{E-V_0-\hbar\omega_y(n+\frac12)}{\hbar\omega_x},\qquad r=\frac{\omega_x}{\omega_y},\qquad X=\frac{E-V_0}{\hbar\omega_y},\tag{2}$$

so that $\varepsilon_n=(X-n-\frac12)/r$. Lengths along $x$ are measured in $l_x=\sqrt{\hbar/(m\omega_x)}$, with $\xi=x/l_x$. The transmission $T_n$ is the transmitted current divided by the incident current, both taken far from the saddle.

**Assumptions.** There is no magnetic field, disorder or electron interaction. There is one valley, and spin gives a factor of 2. For the conductance, the saddle joins smoothly to wide leads that add no reflection, and each reservoir fills the states that leave it.

## Theorem

**(a)** The saddle does not mix transverse modes, and

$$T_n(E)=\frac{1}{1+e^{-2\pi\varepsilon_n}} .\tag{3}$$

**(b)** The linear conductance at zero temperature is $G=(2e^2/h)\,N$, where $N=\sum_{n\ge0}T_n$ is taken at the Fermi energy.

**(c)** The staircase has the form

$$N(X)=X+\sum_{k\ge1}\frac{(-1)^k\,r\sin(2\pi kX)}{\sinh(\pi kr)}+\sum_{j\ge0}\frac{1}{1+e^{2\pi(X+j+1/2)/r}} .\tag{4}$$

The first sum is the step structure. Each of its amplitudes decreases as $r$ grows, which is the smoothing by longitudinal curvature.

## Lemma 1: separation

Let $\chi_n(y)$ be the oscillator states of frequency $\omega_y$. Insert $\psi=\sum_n\phi_n(x)\chi_n(y)$ into the Schrödinger equation and project on $\chi_n$. Since (1) has no term containing both $x$ and $y$, no coupling between different $n$ appears:

$$-\frac{\hbar^2}{2m}\frac{d^2\phi_n}{dx^2}-\tfrac12m\omega_x^2x^2\phi_n=\left[E-V_0-\hbar\omega_y(n+\tfrac12)\right]\phi_n .$$

With $x=l_x\xi$, both $\hbar^2/(ml_x^2)$ and $m\omega_x^2l_x^2$ equal $\hbar\omega_x$. Dividing by $-\hbar\omega_x/2$ gives, with the index dropped,

$$\phi''+(\xi^2+2\varepsilon)\phi=0 .\tag{5}$$

## Lemma 2: a solution as an integral

Equation (5) is solved by

$$\phi(\xi)=e^{-i\xi^2/2}\int_0^\infty s^{\,i\varepsilon-1/2}\,e^{-is^2/4+is\xi}\,ds ,\tag{6}$$

where the path runs to infinity slightly below the real axis.

*Proof.* Put $\phi=e^{-i\xi^2/2}F$. Then $\phi''=e^{-i\xi^2/2}(F''-2i\xi F'-iF-\xi^2F)$, and (5) becomes

$$F''-2i\xi F'+(2\varepsilon-i)F=0 .$$

Try $F=\int w(s)e^{is\xi}ds$. The first term multiplies $w$ by $-s^2$. The second gives $\int 2s\,w\,\xi e^{is\xi}ds$. Since $\xi e^{is\xi}=-i\,\partial_se^{is\xi}$, integration by parts turns this into

$$\left[-2i\,s\,w\,e^{is\xi}\right]+2i\int (sw)'e^{is\xi}ds .$$

If the bracket vanishes, the equation holds when

$$-s^2w+2i(w+sw')+(2\varepsilon-i)w=0,\qquad\text{or}\qquad \frac{w'}{w}=-\frac{is}{2}+\frac{i\varepsilon}{s}-\frac1{2s}.$$

Hence $w=s^{i\varepsilon-1/2}e^{-is^2/4}$. At $s=0$ the bracket vanishes because $|sw|\sim s^{1/2}$. On the ray $s=\rho e^{-i\delta}$ with small $\delta>0$, the factor $|e^{-is^2/4}|=e^{-\rho^2\sin(2\delta)/4}$ outweighs any growth of $e^{is\xi}$, so the integral converges and the bracket vanishes at infinity too. $\square$

## Lemma 3: the waves far from the saddle

*Far right, $\xi\to+\infty$.* The phase $s\xi-s^2/4$ is stationary at $s=2\xi$, where its value is $\xi^2$ and its second derivative is $-\frac12$. The Gaussian integral there gives $\sqrt{4\pi}\,e^{-i\pi/4}(2\xi)^{i\varepsilon-1/2}e^{i\xi^2}$.

The endpoint $s=0$ contributes separately. The relevant $s$ there are of order $1/\xi$, so $s^2/4$ can be dropped. With $z=\frac12+i\varepsilon$, turning the path to $s=i\rho/\xi$ gives

$$\int_0 s^{z-1}e^{is\xi}ds\to\Gamma(z)\,e^{i\pi z/2}\xi^{-z}=\Gamma(z)\,e^{i\pi/4}e^{-\pi\varepsilon/2}\,\xi^{-1/2-i\varepsilon}.$$

*Far left, $\xi\to-\infty$.* The stationary point would lie at negative $s$, off the path, so the endpoint alone contributes. The path now turns the other way, $s=-i\rho/|\xi|$, and $e^{i\pi z/2}$ is replaced by $e^{-i\pi z/2}=e^{-i\pi/4}e^{+\pi\varepsilon/2}$.

Restoring the prefactor $e^{-i\xi^2/2}$, to leading order,

$$\phi\simeq\begin{cases}A\,e^{i\xi^2/2}\,\xi^{i\varepsilon-1/2}+B_+\,e^{-i\xi^2/2}\,\xi^{-i\varepsilon-1/2}, & \xi\to+\infty,\\[2pt] B_-\,e^{-i\xi^2/2}\,|\xi|^{-i\varepsilon-1/2}, & \xi\to-\infty,\end{cases}\tag{7}$$

$$|B_\pm|=|\Gamma(\tfrac12+i\varepsilon)|\,e^{\mp\pi\varepsilon/2}.$$

At $\varepsilon=0.3$ and $|\xi|=8$, numerical quadrature of (6) differs from these forms by at most 0.0032 of the scale $\sqrt{2\pi/|\xi|}$. The neglected terms are of relative order $\xi^{-2}$.

## Proof of (a)

In these units the current is $\mathrm{Im}(\phi^*\phi')$, up to a common factor. For $e^{\pm i\xi^2/2}$ the local wavenumber is $\pm\xi$. It grows as $|\xi|$ while the density falls as $1/|\xi|$, so each wave in (7) carries a constant current:

- the $A$ wave carries $|A|^2$ to the right, away from the saddle;
- the $B_+$ wave carries $|B_+|^2$ to the left, towards the saddle;
- the $B_-$ wave, at negative $\xi$, has wavenumber $-\xi=|\xi|$ and carries $|B_-|^2$ to the right, towards the saddle.

The interference of the two waves on the right adds nothing to the leading current. By (5) the total current is independent of $\xi$, so $|B_-|^2=|A|^2-|B_+|^2$.

Equation (5) is real, so $\phi^*$ is also a solution, with every current reversed. It describes a single wave incident from the right with current $|A|^2$, a reflected current $|B_+|^2$ and a transmitted current $|B_-|^2$. Therefore

$$T=\frac{|B_-|^2}{|B_-|^2+|B_+|^2}=\frac{e^{\pi\varepsilon}}{e^{\pi\varepsilon}+e^{-\pi\varepsilon}}=\frac1{1+e^{-2\pi\varepsilon}} .$$

The modulus of the gamma function cancels. Since (5) is even in $\xi$, incidence from the left gives the same result. $\square$

Direct numerical integration of (5) at five values of $\varepsilon$ from $-1$ to $1$ reproduces (3) with a largest difference in $T$ of $1.4\times10^{-6}$.

**Remark (tunnelling limit).** For $\varepsilon<0$ the classical turning points are $\xi=\pm\sqrt{2|\varepsilon|}$. The semiclassical exponent is twice the area of a half-disc,

$$2\int_{-\sqrt{2|\varepsilon|}}^{\sqrt{2|\varepsilon|}}\sqrt{2|\varepsilon|-\xi^2}\,d\xi=2\pi|\varepsilon| ,$$

which matches $T\simeq e^{-2\pi|\varepsilon|}$, the form of (3) when $2\pi|\varepsilon|\gg1$. Equally far above the barrier top the reflection is $1-T\simeq e^{-2\pi\varepsilon}$. Both departures from a classical sharp threshold have the energy scale $\hbar\omega_x/2\pi$: a more strongly curved barrier is thinner at a given depth below its top, and it reflects more at a given height above it.

**Remark (width of one step).** Inverting (3) gives $\varepsilon=(1/2\pi)\ln[T/(1-T)]$. The values $T=0.1$ and $0.9$ lie at $\varepsilon=\mp\ln9/2\pi$, so the 10–90% width is $(\ln81/2\pi)\hbar\omega_x=0.699\,\hbar\omega_x$. The threshold energies $V_0+\hbar\omega_y(n+\frac12)$ do not depend on $\omega_x$: curvature widens the step of each mode and leaves its centre alone. When $r$ is large the steps overlap, and the steepest points of the sum $N$ can shift, most of all for the lowest step.

## Proof of (b)

In a uniform lead, states of one mode and one spin that travel towards the saddle in an interval $dk$ carry the particle current $v\,dk/2\pi$. Since $v=\hbar^{-1}dE/dk$, this equals $dE/h$: velocity and density of states cancel. With occupations $f_L$ and $f_R$ and two spins,

$$I=\frac{2e}{h}\int N(E)\,(f_L-f_R)\,dE .$$

For a small bias $V_b$, $f_L-f_R=eV_b(-\partial f/\partial E)$, so

$$G=\frac{2e^2}{h}\int N(E)\left(-\frac{\partial f}{\partial E}\right)dE .\tag{8}$$

At zero temperature the weight is a delta function at the Fermi energy. $\square$

The potential (1) falls without limit, whereas a device has leads of finite depth. A two-dimensional grid calculation, which does not assume separation into modes, was made for $\hbar\omega_x=1$ meV and $\hbar\omega_y=3$ meV, with the saddle flattening smoothly into leads 12 meV below its top. At five energies between 1.3 and 7.7 meV above $V_0$, its total transmission agrees with $\sum T_n$ to $2.8\times10^{-4}$. This potential is still separable, and its profile departs from the parabola only at order $x^6$, so the agreement is a favourable case. A $\mathrm{sech}^2$ barrier of the same curvature and depth differs from $\sum T_n$ by about 0.007 on the risers. A sheet with a Fermi energy near 11 meV, as in the example below, also offers less depth: with leads 3 meV below the top, the difference at 7.7 meV is 0.003.

## Proof of (c)

Write $T_n=L(X-n-\frac12)$ with $L(u)=1/(1+e^{-2\pi u/r})$, and note that $1-L(u)=L(-u)$. Extend the staircase to negative $n$, subtracting unity from each added term so that the sum converges:

$$M(X)=\sum_{n\ge0}L(X-n-\tfrac12)-\sum_{n<0}\left[1-L(X-n-\tfrac12)\right].$$

Its derivative $S=\sum_{n}L'(X-n-\frac12)$, over all integers $n$, has period 1. Its Fourier coefficients are obtained by joining the unit intervals into the whole line:

$$c_k=\int_0^1S\,e^{-2\pi ikX}dX=(-1)^k\int_{-\infty}^{\infty}L'(u)\,e^{-2\pi iku}du .$$

Take $p=L(u)$ as variable, so that $u=(r/2\pi)\ln[p/(1-p)]$. With $\nu=kr$ the integral is a beta function:

$$\int_0^1p^{-i\nu}(1-p)^{i\nu}dp=\Gamma(1-i\nu)\Gamma(1+i\nu)=\frac{\pi\nu}{\sinh\pi\nu} .$$

Hence

$$S(X)=1+2\sum_{k\ge1}(-1)^k\frac{\pi kr}{\sinh(\pi kr)}\cos(2\pi kX) .\tag{9}$$

The relabelling $n\to-n-1$ together with $1-L(u)=L(-u)$ shows that $M(-X)=-M(X)$, so $M(0)=0$. Integrating (9) from zero gives $X$ plus the first sum in (4). Finally $N=M+\sum_{n<0}L(-X+n+\frac12)$, and $n=-j-1$ turns the added sum into the last one in (4). It corrects for the modes with $n<0$, which do not exist. Since $r/\sinh(\pi kr)$ decreases with $r$, so does every harmonic. $\square$

**Remark (weak curvature, $r\ll1$).** Here $L$ tends to a unit step and $N$ to the sharp staircase. At the centre of a plateau, $X=1,2,\dots$, the two nearest steps lie at $u=\pm\frac12$. Each contributes $L'=(2\pi/r)L(1-L)\simeq(2\pi/r)e^{-\pi/r}$, so

$$\left.\frac{dN}{dX}\right|_{\text{plateau}}\simeq\frac{4\pi}{r}e^{-\pi/r},\qquad\left.\frac{dN}{dX}\right|_{\text{riser}}\simeq\frac{\pi}{2r}.$$

**Remark (strong curvature, $r\gg1$).** The leading ripple in $N$ is $-2r\,e^{-\pi r}\sin(2\pi X)$, and for $X\gg r$ the conductance approaches the straight line $N=X$. The ripple fades continuously as $r$ grows. The plateaus nevertheless lose their slope minima altogether at finite $r$, the lowest first, because the last sum in (4) makes the slope increase with $X$: the first goes between $r=2$ and 2.5, the second between 2.5 and 3, the third between 3 and 3.5. The computed slopes at the third plateau ($X=3$) and third riser ($X=2.5$) are:

| $r$ | plateau $dN/dX$ | riser $dN/dX$ |
|---|---|---|
| 1/3 | 0.0030 | 4.71 |
| 1 | 0.500 | 1.594 |
| 2 | 0.953 | 1.047 |

**Remark (anisotropic mass).** If the principal axes of the mass lie along $x$ and $y$, Lemma 1 survives with $\omega_x=\sqrt{\kappa_x/m_x}$ and $\omega_y=\sqrt{\kappa_y/m_y}$, where $\kappa_x$ and $\kappa_y$ are the magnitudes of the curvatures of $V$. Then $r=\sqrt{\kappa_xm_y/(\kappa_ym_x)}$. For tilted axes the kinetic energy contains $p_xp_y$, and the separation in $x$ and $y$ fails. The Hamiltonian is still quadratic, however, and a linear change of coordinates diagonalises the mass tensor $\mathsf M$ and the curvature matrix $\mathsf K=\mathrm{diag}(-\kappa_x,\kappa_y)$ together. Equation (3) then holds with $-\omega_x^2$ and $\omega_y^2$ taken as the two eigenvalues of $\mathsf M^{-1}\mathsf K$. If there are several valleys and the constriction does not scatter electrons between them, each adds its own staircase.

## Temperature

The weight in (8) is the derivative of a logistic function, like $L'$, with $k_BT$ in place of $\hbar\omega_x/2\pi$. By the same beta integral, thermal averaging multiplies harmonic $k$ in (4) by

$$\frac{z_k}{\sinh z_k},\qquad z_k=\frac{2\pi^2k\,k_BT}{\hbar\omega_y},$$

and leaves the term $X$ unchanged because the weight is even. The last sum in (4) remains negligible when $E-V_0$ is large compared with $\hbar\omega_x$ and $k_BT$.

The two smearings are equal at $T_x=\hbar\omega_x/(2\pi k_B)$. The expansion $z/\sinh z\simeq1-z^2/6$ gives a logistic derivative of energy scale $a$ the variance $\pi^2a^2/3$. The rms width due to curvature is therefore $\hbar\omega_x/\sqrt{12}$, and the variances add.

## Example: a split-gate constriction in GaAs

Take the rough typical values $m=0.067\,m_e$, $\hbar\omega_y=3$ meV and $\hbar\omega_x=1$ meV, which give $l_x=33.7$ nm. At $E-V_0=2.25$ meV,

$$\varepsilon_0=\frac{2.25-1.5}{1}=0.75,\qquad T_0=\frac1{1+e^{-4.71}}=0.991,$$

and the higher modes are closed. Now raise $\hbar\omega_x$ with $\hbar\omega_y$ held at 3 meV. The entries are $G/(2e^2/h)$ at zero temperature for the ideal saddle. They are a good guide to a device whose barrier stays parabolic to a depth of several $\hbar\omega_x$ below the top. For the 6 meV column that would take a very deep barrier, so it illustrates the trend and is not a device prediction:

| $E-V_0$ (meV) | $\hbar\omega_x=1$ meV | 3 meV | 6 meV |
|---|---|---|---|
| 2.25 | 0.991 | 0.837 | 0.778 |
| 3.00 | 1.000 | 1.000 | 1.009 |
| 3.75 | 1.009 | 1.164 | 1.247 |

Across the middle half of the first plateau $G/(2e^2/h)$ rises by 0.018, 0.327 and 0.469; the straight line $N=X$ would rise by 0.5. The value at the centre hardly changes. At integer $X$ every sine in (4) vanishes, leaving $X$ plus the small last sum. A value near $2e^2/h=77.48$ µS at one gate setting is therefore no evidence of a plateau; a small slope over a range of gate settings is.

For $\hbar\omega_x=1$ meV, $T_x=1.85$ K. The curvature gives an rms smearing of 0.289 meV. At 1 K the thermal part is 0.156 meV, so together they give $\sqrt{0.289^2+0.156^2}=0.33$ meV, and the slope at the second plateau is 0.005. At 4.2 K the thermal part is 0.656 meV and the slope is 0.34: heat, not curvature, then limits the plateau. In this model, lengthening the constriction to reduce $\omega_x$ sharpens the steps appreciably while $\hbar\omega_x$ exceeds about $2\pi k_BT$, and brings little once it is well below.

Real constrictions also widen away from the narrowest point, which (1) omits. Suppose the transverse stiffness falls as $1/(1+x^2/L^2)$. Near the centre the energy of mode $n$ is then $\hbar\omega_y(n+\frac12)(1-x^2/2L^2)$. If the widening is gradual enough for modes to follow it without mixing, the extra $x^2$ term adds to the barrier curvature:

$$\omega_{x,n}^2=\omega_x^2+\frac{\hbar\omega_y(n+\frac12)}{mL^2} .$$

For $L=200$ nm and $n=2$, the ratio $\omega_{x,2}^2/\omega_x^2$ is $1+7.5\,(33.7/200)^2=1.21$, so $\hbar\omega_{x,2}=1.10$ meV. The two-dimensional calculation, which includes mixing, also gives 1.10 meV, and 1.02 meV for $n=0$. For this $L$ the third step is thus about 10% wider than the pure saddle predicts. The size depends strongly on $L$: for $L=100$ nm it is about 36%.

Rough sizes of some other effects follow. A bias of 0.1 mV, placed symmetrically about the Fermi energy, adds an rms smearing of 0.029 meV to the ratio $I/V_b$, and 0.05 meV to the differential conductance $dI/dV_b$. Band nonparabolicity lowers the third threshold by about $\alpha\langle(p_y^2/2m)^2\rangle=0.013$ meV, with the average taken in $\chi_2$ and the two-band estimate $\alpha=(1-m/m_e)^2/E_g$ for a rough gap $E_g=1.5$ eV. This counts in-plane motion only. The kinetic energy $K_z$ of confinement normal to the sheet, roughly 9 meV at the density below, adds $2\alpha K_z\langle p_y^2/2m\rangle\approx0.04$ meV at fixed stiffness; it acts as a heavier in-plane mass and is absorbed in $\hbar\omega_y$ when that is taken from measurement. For a sheet density of $3\times10^{11}$ cm$^{-2}$ and a mobility of $10^6$ cm$^2$/Vs, the mean free path in the wide sheet is about 9 µm and $2L$ is 4% of it. This is only a rough comparison: the scattering length inside the constriction can be shorter or longer, depending on the electron speed there and on how smooth the disorder is. Electron interactions can produce an extra shoulder below the first plateau. They lie outside this model, and their size is not estimated here. The full set of values is in the numerical output.

## Table of computed values

```
mass 0.067 m_e; hbar wx 1.0 meV; hbar wy 3.0 meV
lengths lx, ly: 33.7, 19.5 nm
conductance quantum 2e^2/h: 77.481 microsiemens
eps, T by integration, T by formula (dimensionless):
   -1.00  0.00186  0.00186
   -0.35  0.09983  0.09983
    0.00  0.50000  0.50000
    0.35  0.90017  0.90017
    1.00  0.99814  0.99814
largest difference in T: 1.4e-06
far-field error of integral at |xi|=8: 0.0032
2D solver: E-V0 (meV), total T, mode-sum formula:
   1.3  0.2217  0.2216
   1.6  0.6519  0.6521
   3.0  1.0000  1.0000
   4.4  1.3479  1.3479
   7.7  2.7782  2.7784
2D largest difference, lead depth 12 meV: 2.8e-04
10-90% step width: 0.6994 hbar wx = 0.699 meV
r=wx/wy, slope dN/dX at plateau 3, at riser 3 (dimensionless):
  0.333  0.00304  4.7124
  1.000  0.50000  1.5942
  2.000  0.95319  1.0468
small-r plateau slope formula at r=1/3: 0.00304
E-V0 (meV), G/(2e^2/h) for hbar wx = 1, 3, 6 meV:
  1.50  0.5000  0.5019  0.5434
  2.25  0.9911  0.8368  0.7777
  3.00  1.0000  1.0001  1.0093
  3.75  1.0089  1.1636  1.2468
  4.50  1.5000  1.5000  1.5019
  6.00  2.0000  2.0000  2.0004
G at 3 meV, hbar wx = 1 meV: 77.48 microsiemens
temperature of equal smearing T_x: 1.847 K
rms smearing, curvature: 0.2887 meV
at 1.0 K: rms thermal 0.1563 meV; plateau-2 slope dN/dX 0.0052
at 4.2 K: rms thermal 0.6565 meV; plateau-2 slope dN/dX 0.3352
rms smearing, 0.1 mV bias: 0.0289 meV
channel widening length L: 200 nm
mode n, effective hbar wx (meV): 2D solver, adiabatic formula:
  0  1.0221  1.0211
  2  1.1018  1.1015
nonparabolic lowering of mode 2 (gap 1.5 eV): 0.0127 meV
sheet density 3e+11 cm^-2; Fermi energy 10.7 meV
mobility 1e+06 cm2/Vs; mean free path 9.0 um
channel length 2L / mean free path: 0.044
```
